# Comment: the GW decay rate is not a transport rate

## The argument under review

The argument concerns an electron gas with density parameter $r_s=4$ at 300 K: one parabolic band of mass $m$, a uniform neutralizing background, no impurities and no phonons. A GW calculation gives a quasiparticle at the Fermi surface the decay rate $\hbar\Gamma=-2\,\mathrm{Im}\,\Sigma=0.507$ meV. The argument then runs:

1. Each electron loses its momentum state after a time $\tau=1/\Gamma=1.30$ ps.
2. The Drude formula turns this into a resistivity $\rho=m\Gamma/(ne^2)=0.1085$ µΩ cm.
3. If small-angle collisions are thought to be overcounted, weighting each collision by $1-\cos\theta$ repairs the estimate.

The GW number is sound within its approximations. The question is whether step 2, or its repair in step 3, follows from it.

## What the Hamiltonian says about the current

The model is

$$H=\sum_i\frac{\mathbf p_i^2}{2m}+\frac12\sum_{i\neq j}V(\mathbf r_i-\mathbf r_j),\qquad \mathbf J=-\frac em\sum_i\mathbf p_i=-\frac em\mathbf P .$$

The kinetic energy commutes with $\mathbf P$. For each pair, $[\mathbf p_i+\mathbf p_j,V]=-i\hbar(\nabla_i+\nabla_j)V(\mathbf r_i-\mathbf r_j)=0$, because the two gradients are opposite. Hence $[H,\mathbf J]=0$ at any interaction strength.

A uniform field $\mathbf E$ exerts the force $-e\mathbf E$ on each of the $N$ electrons, so $d\mathbf P/dt=-Ne\mathbf E$ and $d\mathbf J/dt=Ne^2\mathbf E/m$. With time dependence $e^{-i\omega t}$ the left side is $-i\omega\mathbf J$. Dividing by the volume gives

$$\sigma(\omega)=\frac{ine^2}{m(\omega+i0)},\qquad \frac1{\sigma(\omega)}=-\frac{im\omega}{ne^2}\to0\quad(\omega\to0).$$

The dc resistivity is zero, so step 2 fails. Two properties carried the proof. The interaction conserves momentum, and the current is proportional to momentum. A $p^4$ term in the kinetic energy, or two unequal masses, breaks the second; in a two-particle test the commutator is then nonzero.

It remains to find what $\Gamma$ counts, and why step 3 does not help.

## What Im Σ counts

From here $\hbar=1$, $T$ is an energy, $\xi$ is energy measured from the chemical potential $\mu$, $f$ is the Fermi function and $n_B$ the Bose function. The GW self-energy at imaginary frequency is

$$\Sigma(\mathbf k,i\varepsilon)=-T\sum_\nu\int\!\frac{d^3q}{(2\pi)^3}\frac{W(\mathbf q,i\nu)}{i\varepsilon-i\nu-\xi'},\qquad \xi'=\xi_{\mathbf k-\mathbf q}.$$

The bare part of $W$ gives real exchange. The rest has the spectral form $-\int\frac{d\omega'}{\pi}\,\mathrm{Im}W(\omega')/(i\nu-\omega')$. The poles of $n_B(z)$ lie at $z=i\nu$ with residue $T$, and all residues of $n_B(z)/[(i\varepsilon-z-\xi')(z-\omega')]$ add up to zero. With $n_B(i\varepsilon-\xi')=-[1-f(\xi')]$ this gives

$$T\sum_\nu\frac1{(i\varepsilon-i\nu-\xi')(i\nu-\omega')}=-\frac{n_B(\omega')+1-f(\xi')}{i\varepsilon-\xi'-\omega'} .$$

Continue $i\varepsilon\to\xi_k+i0$ and use $\mathrm{Im}\,(x+i0)^{-1}=-\pi\delta(x)$. Since $W=v/(1-v\chi_0)$, also $\mathrm{Im}W=|W|^2\,\mathrm{Im}\chi_0$. Therefore

$$\Gamma_k=2\int\!\frac{d^3q}{(2\pi)^3}|W|^2(-\mathrm{Im}\chi_0)\,[n_B(\omega)+1-f(\xi_k-\omega)],\qquad \omega=\frac{\mathbf k\cdot\mathbf q}m-\frac{q^2}{2m}.\tag{1}$$

This is evaluated on shell, with quasiparticle weight $Z=1$. Now insert the response of the partner electrons, with both spins included:

$$-\mathrm{Im}\chi_0=2\pi\int\!\frac{d^3p}{(2\pi)^3}(f_p-f_4)\,\delta(\omega+\varepsilon_p-\varepsilon_4),\qquad \mathbf k_4=\mathbf p+\mathbf q .\tag{2}$$

Because $\xi_4-\xi_p=\omega$, the ratio of $f_p(1-f_4)$ to $(1-f_p)f_4$ is $e^{\omega/T}$, while their difference is $f_p-f_4$. Hence $f_p(1-f_4)=(f_p-f_4)(1+n_B)$ and $(1-f_p)f_4=(f_p-f_4)n_B$. Write $\mathbf k_3=\mathbf k-\mathbf q$ and split $n_B+1-f_3=(1+n_B)(1-f_3)+n_Bf_3$. The statistical factor becomes

$$S=f_p(1-f_3)(1-f_4)+(1-f_p)f_3f_4 .\tag{3}$$

So $\Gamma_k$ is a golden-rule sum over collisions $\mathbf k+\mathbf p\to\mathbf k_3+\mathbf k_4$. It is the rate at which a disturbance of the occupation of the single state $\mathbf k$ dies out: direct loss, plus the refilling that the disturbance blocks. At the Fermi surface $f=1/2$, and since forward and reverse collisions balance in equilibrium, the two terms of (3) contribute equally. An electron there leaves its state at the rate $\Gamma/2$, after 2.60 ps on average, so step 1 is already wrong by a factor of two. Nothing in $\Gamma_k$ asks where the momentum went. Integrating (1) gives 0.5065 meV, and a direct sampling of two-electron collisions with (3) gives the same figure.

**Low temperature.** In (1), let $\alpha$ be the angle between $\mathbf k$ and $\mathbf q$, and set $d^3q=2\pi q^2\,dq\,d\cos\alpha$ and $d\omega=(kq/m)\,d\cos\alpha$. The prefactor becomes $m/(2\pi^2k)$ and the measure $q\,dq\,d\omega$. In (2), the delta function fixes the component of $\mathbf p$ along $\mathbf q$ and contributes $m/q$, and $d^2p_\perp=2\pi m\,d\varepsilon$. This leaves $\frac{m^2}{2\pi q}\int d\varepsilon\,[f(\varepsilon)-f(\varepsilon+\omega)]$, which tends to $m^2\omega/(2\pi q)$ for small $\omega$ and $q<2k_F$. The remaining energy integral is

$$I(\xi)=\int_{-\infty}^{\infty}\!d\omega\,\omega\,[n_B(\omega)+f(\omega-\xi)] .$$

At $\xi=0$ the bracket equals $1/\sinh(\omega/T)$, so $I(0)=\pi^2T^2/2$. Its derivative is $I'(\xi)=\int d\omega\,\omega\,[-f'(\omega-\xi)]=\xi$. Thus $I=(\xi^2+\pi^2T^2)/2$, and to leading order

$$\Gamma=\frac{m^3}{8\pi^3k_F}(\xi^2+\pi^2T^2)\int_0^{2k_F}|W(q,0)|^2dq .$$

For the example this law gives 0.512 meV. The full integral (1) lies 1.0% below the law at 300 K and 0.1% below it at 30 K. A rate growing as $T^2$ is a genuine property of the quasiparticles, but the growth is no evidence of a $T^2$ resistivity.

## What the current needs

Transport requires the change of all occupations together. With collision weight $w$, the occupation $n_1$ of state $\mathbf k_1=\mathbf k$, with partner $\mathbf k_2=\mathbf p$, obeys

$$\dot n_1=-\sum w\,[n_1n_2(1-n_3)(1-n_4)-(1-n_1)(1-n_2)n_3n_4].$$

Write $n/(1-n)=e^{-\xi/T+\varphi}$. The bracket is then $\prod_i(1-n_i)$ times

$$e^{-(\xi_1+\xi_2)/T+\varphi_1+\varphi_2}-e^{-(\xi_3+\xi_4)/T+\varphi_3+\varphi_4}.$$

Since energy is conserved, this vanishes whenever $\varphi_1+\varphi_2=\varphi_3+\varphi_4$. The choice $\varphi=\mathbf u\cdot\mathbf k/T$ satisfies the condition by momentum conservation. A displaced Fermi sea, which carries current, is therefore stationary for a displacement of any size, not just to first order.

For small $\varphi$, $\delta n=f(1-f)\varphi$ and the bracket becomes $f_1f_2(1-f_3)(1-f_4)(\varphi_1+\varphi_2-\varphi_3-\varphi_4)$. Dividing by $f_1(1-f_1)$ leaves the weight $f_2(1-f_3)(1-f_4)/(1-f_1)$. This equals $S$: by detailed balance the second term of (3) is $f_1/(1-f_1)$ times the first, and $1+f_1/(1-f_1)=1/(1-f_1)$. So

$$\dot\varphi_k=-(L\varphi)_k,\qquad (L\varphi)_k=\int dR\,(\varphi_k+\varphi_p-\varphi_3-\varphi_4),\qquad \int dR=\Gamma_k ,\tag{4}$$

with the same collision rates $dR$ as in the GW calculation. The decay rate is the first of four terms. The other three describe correlated changes of other states, which a one-particle $\Sigma$ does not contain. A calculation of the current response has to supply them as vertex corrections.

For a current, $\varphi$ is a component of $\mathbf k$. By isotropy the integral in (4) points along $\mathbf k$, so it suffices to project on $\mathbf k/k^2$. The four contributions for an electron at the Fermi surface are:

- from $\mathbf k$: $+0.5065$ meV, the GW rate;
- from $\mathbf k_3$: $-0.2868$ meV;
- from $\mathbf p$: $-0.1076$ meV;
- from $\mathbf k_4$: $-0.1121$ meV.

The first two combine to $\int dR\,\mathbf k\cdot\mathbf q/k^2$. When $|\mathbf k_3|=|\mathbf k|$ the weight is $1-\cos\theta$, with $\theta$ the angle between $\mathbf k$ and $\mathbf k_3$, so this is the repair proposed in step 3. Its value is $0.5065-0.2868=0.2197$ meV, a fraction 0.434 of $\Gamma$, and it would give $0.434\times0.1085=0.047$ µΩ cm. That is smaller, and still wrong.

The factor $1-\cos\theta$ is suited to a fixed scatterer that absorbs the momentum $\mathbf q$. Here the scatterer is another electron of the same band. It carries $\mathbf q$ onward and contributes as much current as the first electron lost. The last two terms are this recoil: $\mathbf p-\mathbf k_4=-\mathbf q$, and $-0.1076-0.1121=-0.2197$ meV.

Within the sampled collisions the cancellation is built in, since each one conserves momentum. The test compares two separate calculations: the loss from the GW integral (1) weighted by $\mathbf k\cdot\mathbf q/k^2$, and the recoil from sampled collisions. They cancel to $2\times10^{-5}$ meV.

## When something else relaxes momentum

A real sample has impurities or phonons. Could $\Gamma$ then simply be added to their rate $\gamma$? In a field along $x$ the steady Boltzmann equation reads

$$-eE\,\frac{\partial f}{\partial k_x}=-f(1-f)\,(L+\gamma)\varphi,\qquad \frac{\partial f}{\partial k_x}=-f(1-f)\frac{k_x}{mT}.$$

Hence $\varphi=-(eE/mT)\,g$ with $(L+\gamma)g=k_x$. The current density is $-(e/m)$ times the sum of $k_x f(1-f)\varphi$ over states and spins. Let $\langle\cdot\rangle$ denote the average with weight $f(1-f)k_x^2$. Since $\sum f(1-f)k_x^2/(mT)=-\sum k_x\,\partial f/\partial k_x=n$ per unit volume, the result is

$$\rho=\frac{m\lambda}{ne^2},\qquad \frac1\lambda=\Big\langle\frac g{k_x}\Big\rangle .$$

For constant $\gamma$, $Lk_x=0$ gives $g=k_x/\gamma$ and $\lambda=\gamma$. The electron-electron rate drops out, however large it is.

This was tested by solving the equation on a $12\times12$ momentum grid with parabolic energies and a contact interaction between opposite spins. Rates are in units of the mean decay rate $\langle\Gamma_k\rangle$, with the weight $f(1-f)k_x^2$ defined above, from normal collisions, not counting those in which the two electrons merely exchange momenta. Such exchanges leave the occupations summed over spin unchanged and cancel in $L$, but counting them would raise the decay rates considerably on this grid: the diagonal estimate of 0.916 given below would become 1.68. With $\gamma=0.001$ the current relaxes at 0.001000. Keeping just the diagonal decay rates gives 0.916, about 900 times too much.

**Energy-dependent $\gamma_k$.** Normal collisions can now matter, because they redistribute momentum between states that lose it quickly and states that lose it slowly. Use the inner product $(a,b)=\sum f(1-f)ab$, in which $L$ is symmetric. It is also non-negative, since $(\varphi,L\varphi)$ is a positive weight times $(\varphi_1+\varphi_2-\varphi_3-\varphi_4)^2$, summed over collisions. Then $(L+\gamma_k)^{-1}\le\gamma_k^{-1}$, which bounds $\lambda$ from below. The Cauchy–Schwarz inequality $(k_x,A^{-1}k_x)(k_x,Ak_x)\ge(k_x,k_x)^2$ with $A=L+\gamma_k$ and $Lk_x=0$ bounds it from above:

$$\frac1{\langle1/\gamma_k\rangle}\le\lambda\le\langle\gamma_k\rangle .$$

Neither bound contains $\Gamma$, and both vanish with $\gamma_k$. For $\gamma_k=0.1\,(0.5+0.5\,\varepsilon_k/\varepsilon_F)$ the bounds are 0.1012 and 0.1025. Raising the collision strength from zero to $10^6$ moves $\lambda$ from the lower to the upper one, a rise of 1.4% on this grid and about 1.2% on finer ones.

## Where the objection stops

**Umklapp.** In a crystal a collision may change the total electron momentum by a reciprocal lattice vector $\mathbf G$. If such collisions occur with a $\mathbf G$ that has a component along $x$, then $Lk_x\neq0$. With all four momenta on the Fermi surface this requires $G\le4k_F$. The shortest $\mathbf G$ of the grid has $G=12$, and $k_F=4$, so the condition is met. The grid is coarse, however, and each of its umklapp collisions involves at least one state more than $T$ away from the Fermi energy. Admitting these collisions with the same matrix element reduces the number of conserved quantities from four (particle number, energy and two momentum components) to two. At $\gamma=0.001$ the current relaxation rate becomes 1.75: a resistivity that does not need $\gamma$. This exceeds the 0.916 quoted above, but that figure contains normal collisions alone, so the two are not rival estimates of one quantity. The size of the umklapp rate belongs to this model and is not converged in the grid: on $16\times16$ to $24\times24$ grids with the same $\varepsilon_F/T$ and $G/k_F$ it lies between 1.0 and 1.4. That it stays nonzero as $\gamma\to0$ does not change.

**Nonparabolic bands.** The current is then not proportional to momentum, and collisions can change it. This alone does not rescue step 2. In a single band with a closed electron-like Fermi surface, so that $f$ vanishes at the zone boundary, and with normal collisions alone, the field supplies momentum at the rate $-neE$ per unit volume and nothing removes it, so no steady state with finite conductivity exists. For equal densities of electrons and holes the net force vanishes, and this argument no longer applies.

**The GW input.** The 0.507 meV uses RPA screening with the zero-temperature Lindhard function, $Z=1$ and no exchange between the colliding electrons. Screening with the finite-temperature Lindhard function instead raises $\Gamma$ by about $10^{-4}$ meV, to 0.5066 meV, so the fourth digit of the rates quoted above depends on this choice. A better treatment would change $\Gamma$. It would not change the zero resistivity, which follows from $[H,\mathbf J]=0$.

## Requested changes

The value 0.1085 µΩ cm and its reduced version 0.047 µΩ cm should be withdrawn. The lifetime of 1.30 ps may stand as the decay time of a disturbance in a single occupation, at the stated level of theory, but not as the time after which an electron leaves its state. For this single parabolic band, a claim about a nonzero resistivity must name the process that takes momentum out of the electron system. Where normal electron-electron collisions enter a calculation of the current, all four terms of (4) must be kept, because the cancellation $Lk_x=0$ needs every one of them. The main figures quoted here can be checked against the numerical output below.

## Calculated quantities

```
ELECTRON GAS, G0W0 on shell, Z = 1
r_s = 4.0 bohr, temperature = 300 K
k_F = 0.4798 1/bohr, density = 3.73019e-03 1/bohr^3
Fermi energy = 3.132 eV, k_B T = 25.85 meV
k_B T / Fermi energy = 0.00825
GW decay rate hbar*Gamma at k_F = 0.5065 meV
same from sampled collisions = 0.5065 meV
lifetime 1/Gamma = 1.299 ps
low-T law at 300 K = 0.5117 meV
GW/law - 1: -1.00 % at 300 K, -0.10 % at 30 K
Gamma(3 k_B T)/Gamma(0): GW 1.903, law 1.912
rate weighted by k.q/k^2 (GW integral) = 0.2197 meV
partner recoil (sampled) = -0.2197 meV
their sum = 0.00002 meV
four terms for phi = k, sampled collisions, meV:
  k: 0.5065   k3: -0.2868
  p: -0.1076   k4: -0.1121
false resistivity from Gamma = 0.1085 micro-ohm cm
false resistivity from k.q/k^2 rate = 0.0471 micro-ohm cm
COMMUTATOR |[H,J] psi| at a test point, atomic units
  parabolic 6.7e-139, with p^4 term 0.742, unequal masses 0.329
GRID MODEL, rates in units of the mean normal decay rate
grid 12 x 12, Fermi energy 8.0, T 1.0 (momentum step = mass = 1)
ordered collisions: normal 60192, umklapp 62360
conserved quantities: normal 4, with umklapp 2
displaced sea (shift 0.3), net/out rate: normal 4.9e-16, with umklapp 0.662
gamma = 0.1: current rate, normal 0.100000
  relaxation-time guess 1.0186, with umklapp 1.8644
gamma = 0.001: current rate, normal 0.001000
  relaxation-time guess 0.9158, with umklapp 1.7453
gamma_k = 0.1*(0.5 + 0.5*energy/Fermi energy), normal collisions:
  weak limit 0.101151, strong limit 0.102529
  collision strength 0.1: 0.101917, 1: 0.102417, 1e6: 0.102529
```
